\section*{Why cubic-phase Born charges overestimate ferroelectric polarization in a covalent chain}

\section{A product that comes out too large}

In the cubic phase of a titanate perovskite, Ti sits midway between two oxygen neighbours. In the tetragonal ferroelectric phase of barium titanate it has moved towards one of them. Density functional perturbation theory gives the Born charge $Z^*$ of Ti in the cubic structure, and multiplying it by the displacement suggests a polarization. For barium titanate this charge is roughly 7 in units of the elementary charge $e$, but along the polar direction of the distorted crystal it is below 6. A product built from the cubic charge can then exceed the polarization that the displacement actually produces.

Consider one displacement coordinate $u$, at fixed cell volume $\Omega$ and zero macroscopic electric field, along a path on which the system stays insulating. The algebra uses atomic units, $e=1$. The Born charge is a derivative, so the polarization is its integral:
\begin{equation}
Z^*(u)=\Omega\frac{dP}{du},\qquad
P(u)=\frac1\Omega\int_0^u Z^*(u')\,du'=\frac{\bar Z(u)\,u}{\Omega}.
\end{equation}
Here $P(0)=0$ and $\bar Z$ is the average of $Z^*$ along the path. For positive $u$ and $\bar Z$, the cubic charge overestimates $P$ if and only if $\bar Z<Z^*(0)$. The error is governed by this average, not by the end-point charge. It remains to find what makes $Z^*$ fall.

\section{A chain with one covalent channel}

Place O atoms at $x=ja$ and Ti atoms at $x=(j+\tfrac12)a+u$, with $j$ an integer. One O orbital has energy $-\Delta$ and one Ti orbital $+\Delta$. The lower band holds two electrons per cell. The Ti core has charge $+4$; all other fixed charge in the cell adds up to $-2$, so the cell is neutral. Only Ti and its orbital move. Electron interactions, strain and other orbital channels are left out.

Seen from an O atom, the Ti on the left is at distance $a/2-u$ and the Ti on the right at $a/2+u$. Let the hoppings be $t_0e^{s}$ and $t_0e^{-s}$, with $s=\alpha u$. The alternating sign of real $p$--$d$ hopping merely shifts the origin of $k$ and adds a constant phase, so magnitudes suffice.

For the Bloch phases use the undisplaced sites; the shift of the Ti orbitals is added below. With $q=ka/2$, the O--Ti matrix element is
\begin{align}
T&=t_0(e^{-s}e^{iq}+e^{s}e^{-iq})
=2t_0(\cosh s\cos q-i\sinh s\sin q),\\
|T|^2&=4t_0^2(\cos^2q+\sinh^2s),
\end{align}
where $\cosh^2s=1+\sinh^2s$ was used. The band energies are $\pm E$, with
\begin{equation}
E^2=\Delta^2+4t_0^2(\cos^2q+\sinh^2s).
\end{equation}
Writing $T=|T|e^{i\theta}$, the lower state has O and Ti amplitudes
\begin{equation}
v=\left(\sqrt{1-w},\,-\sqrt w\,e^{-i\theta}\right),\qquad
w=\frac12\left(1-\frac{\Delta}{E}\right).
\end{equation}
Let $\langle\cdots\rangle$ be the average over the band, an interval of length $\pi$ in $q$. The mean Ti weight is $W=\langle w\rangle$.

\section{Where the electrons sit}

The electronic dipole follows from the centre of the Wannier function belonging to the O atom at the origin. Its amplitude on a site $x$ is
\begin{equation}
\phi(x)=\frac{a}{2\pi}\int dk\,e^{ikx}v_x(k).
\end{equation}
Since $xe^{ikx}=-i\partial_ke^{ikx}$, integration by parts turns $x\phi(x)$ into the same integral with $v_x$ replaced by $i\partial_kv_x$. The boundary terms cancel because $e^{ikx}v_x$ is periodic in $k$. Summing $\phi^*x\phi$ over sites gives
\begin{equation}
X=\frac{a}{2\pi}\int dk\,i\,v^\dagger\partial_kv
=\frac{a}{2\pi}\int dq\,w\,\frac{d\theta}{dq}.
\end{equation}
The derivatives of the two moduli drop out by normalization, and the phase $-\theta$ of the Ti amplitude supplies the remaining term. The true Ti orbitals lie a distance $u$ to the right of the reference sites, which adds $uW$. The centre is therefore $X+uW$.

To find the phase derivative, differentiate $\tan\theta=-\tanh s\tan q$:
\begin{equation}
\frac{d\theta}{dq}
=-\frac{\sinh s\cosh s}{\cosh^2s\cos^2q+\sinh^2s\sin^2q}
=-\frac{2t_0^2\sinh2s}{|T|^2}.
\end{equation}
Because $w=(E-\Delta)/(2E)$ and $|T|^2=(E-\Delta)(E+\Delta)$, the factor $E-\Delta$ cancels in the product:
\begin{equation}
X=-\frac{at_0^2}{2}\sinh2s\,f,\qquad
f=\left\langle\frac1{E(E+\Delta)}\right\rangle .
\end{equation}
For $u>0$ the centre moves left, towards the Ti atom that has come closer. Negative charge moving left and a positive ion moving right give dipoles of the same sign. This is why the Born charge can exceed the core charge. With two electrons, the cell dipole $p=\Omega P$ is
\begin{equation}
p(u)=4u-2uW+at_0^2\sinh2s\,f.
\label{dipole}
\end{equation}

\section{Three contributions to the Born charge}

Two derivatives are needed. From $E^2$ one has $dE/ds=2t_0^2\sinh2s/E$. Hence
\begin{align}
\frac{dW}{ds}&=t_0^2\Delta\sinh2s\,h,&
h&=\langle E^{-3}\rangle,\\
\frac{df}{ds}&=-2t_0^2\sinh2s\,g,&
g&=\left\langle\frac{2E+\Delta}{E^3(E+\Delta)^2}\right\rangle .
\end{align}
Using $d/du=\alpha\,d/ds$ in Eq.~(\ref{dipole}) gives
\begin{align}
Z^*&=4+Z_{\rm c}+Z_{\rm f},\\
Z_{\rm c}&=-2\left(W+s\,t_0^2\Delta\sinh2s\,h\right),\\
Z_{\rm f}&=a\alpha t_0^2\left[2\cosh2s\,f-2t_0^2\sinh^22s\,g\right].
\label{flow}
\end{align}
The 4 is the core. The term $Z_{\rm c}$ comes from electrons carried on the moving Ti orbital, including the change in their number. The term $Z_{\rm f}$ comes from electrons flowing between atoms as the bonds become unequal.

Take $a=4$~\AA, $\Delta=1$~eV, $t_0=1.3$~eV and $\alpha=1.25$~\AA$^{-1}$, with final displacement $u=0.25$~\AA. These round values were chosen to put the cubic charge near 7 and the end-point charge below 6; they do not constitute a calculation of barium titanate. Evaluating the band averages on a uniform grid gives
\begin{align}
Z^*(0)&=4-0.44+3.59=7.16\quad(\text{in }e),\\
Z^*(0.25\ \text{\AA})&=4-0.61+2.26=5.65\quad(\text{in }e).
\end{align}
The fall is $1.51\,e$. The flow term supplies $1.33\,e$ of it, or 88\%, and the carried electrons supply $0.18\,e$.

The static charge $4-2W$ tells a different story. It changes from 3.56 to $3.49\,e$, since $W$ rises from 0.219 to 0.253. Such a small change in occupation cannot account for the fall in $Z^*$: the Born charge records how far electrons move per unit displacement, not how many reside on Ti.

\section{What weakens the flow}

Two tendencies compete within $Z_{\rm f}$. Growing bond asymmetry drives electrons more strongly towards the near Ti, through $\cosh2s$. It also raises $E$, which makes the electrons harder to polarize. At the band minimum of $E$, $q=\pi/2$, the gap is
\begin{equation}
2\sqrt{\Delta^2+4t_0^2\sinh^2s},
\end{equation}
and it grows from 2.00 to 2.59~eV.

First freeze $E$ at its cubic value in Eq.~(\ref{dipole}). Then $W$ and $f$ stay constant, and $Z_{\rm f}$ is multiplied by $\cosh2s$. At the end point $2s=0.625$ and $\cosh2s=1.202$, so the flow term would rise from 3.59 to $4.32\,e$ and the total to $7.88\,e$. The driving force alone has the wrong sign to explain the fall.

Now restore the change in $E$. The dipole at the end point is $p=1.638\,e$\,\AA. Solving Eq.~(\ref{dipole}) for $f$ gives
\begin{equation}
f=\frac{1.638-1+2(0.25)(0.2525)}{4(1.3)^2\sinh(0.625)}
=0.170\ \text{eV}^{-2}.
\end{equation}
The first term in $Z_{\rm f}$ is therefore $2a\alpha t_0^2\cosh2s\,f=3.45\,e$. Since the full flow term is $2.26\,e$, the second is $-1.18\,e$. The balance of changes, in units of $e$, is
\begin{equation}
\underbrace{+0.73}_{\text{stronger driving}}
\underbrace{-0.87}_{\text{smaller }f}
\underbrace{-1.18}_{\text{falling }f}
\underbrace{-0.18}_{\text{carried electrons}}
\simeq-1.51,
\end{equation}
where the sum uses unrounded terms. The second entry says that a stiffer band responds less to a given asymmetry. The third says that a further displacement also reduces the response to the asymmetry already present. Both come from the increase in $E$, and together they outweigh the stronger driving. The sizes of the first three entries refer to the form of Eq.~(\ref{flow}); only their sum is fixed. The same flow term can be written $Z_{\rm f}=2a\alpha t_0^2\Delta\langle(\sin^2q+\sinh^2s)/E^3\rangle$, and freezing $E$ in that form gives a driving entry of $+0.44$ instead of $+0.73$. In both forms the driving raises $Z^*$ and the increase in $E$ lowers it by more.

\section{The strongly covalent limit}

A simple form of the flow dipole appears when $t_0\gg\Delta$ and $s\ll1$. The average $f$ is then dominated by $q$ near $\pi/2$. Set $q=\pi/2+\kappa$, $c=2t_0$ and $m^2=\Delta^2+c^2s^2$, so that $E^2\simeq m^2+c^2\kappa^2$. The integrand falls as $\kappa^{-2}$, and the limits may be extended to infinity at leading order. With $c\kappa=m\sinh\eta$, $d\kappa=E\,d\eta/c$ and
\begin{equation}
f\simeq\frac1{\pi c}\int_{-\infty}^{\infty}
\frac{d\eta}{m\cosh\eta+\Delta}.
\end{equation}
The substitution $y=\tanh(\eta/2)$ gives
\begin{align}
f&\simeq\frac1{\pi c}\int_{-1}^{1}
\frac{2\,dy}{(m+\Delta)+(m-\Delta)y^2}\notag\\
&=\frac{4}{\pi c\sqrt{m^2-\Delta^2}}
\arctan\sqrt{\frac{m-\Delta}{m+\Delta}}.
\end{align}
For $s>0$, $\sqrt{m^2-\Delta^2}=cs$. If $\cos\varphi=\Delta/m$, the last square root is $\tan(\varphi/2)$, while $\tan\varphi=cs/\Delta$. Thus $f\simeq2\arctan(cs/\Delta)/(\pi c^2s)$. Inserting this with $\sinh2s\simeq2s$ yields
\begin{equation}
p_{\rm f}\simeq\frac a\pi\arctan\frac{u}{u_0},\qquad
Z_{\rm f}\simeq\frac{a}{\pi u_0}\frac1{1+(u/u_0)^2},\qquad
u_0=\frac{\Delta}{2t_0\alpha}.
\label{arctan}
\end{equation}

The physical reason for the fall is now visible. In this limit the flow dipole approaches $a/2$ for $u\gg u_0$, which means $X=-a/4$: the electron pair has moved from O to the middle of the short bond. Its journey has finite length. A large initial Born charge means that much of this journey is made early, leaving less for later displacement.

In the example $u_0=0.31$~\AA. Equation~(\ref{arctan}) gives $Z_{\rm f}=4.1\,e$ at the start and $2.5\,e$ at the end, against 3.6 and $2.3\,e$ from the full band average. The limit is approximate, since $t_0/\Delta$ is just 1.3 and $s$ reaches 0.31; it gives a fall of $1.6\,e$ against $1.3\,e$ from the full average. At $u=0.25$~\AA\ the electron transfer is bending towards saturation, not yet saturated.

\section{The weakly covalent limit}

The opposite limit shows that, with exponential hopping, the fall is not universal. For $t_0\ll\Delta$, set $E\simeq\Delta$ in $f$, and use $w\simeq|T|^2/(4\Delta^2)$:
\begin{equation}
f\simeq\frac1{2\Delta^2},\qquad
W\simeq\frac{t_0^2}{\Delta^2}\left(\frac12+\sinh^2s\right)
=\frac{t_0^2}{2\Delta^2}\cosh2s.
\end{equation}
Then, to second order in $t_0/\Delta$,
\begin{align}
p&\simeq4u+\frac{t_0^2}{\Delta^2}
\left(\frac a2\sinh2s-u\cosh2s\right),\\
Z^*&\simeq4+\frac{t_0^2}{\Delta^2}
\left[(a\alpha-1)\cosh2s-2s\sinh2s\right].
\end{align}
For small $s$ the change from the cubic value is $(t_0^2/\Delta^2)(2a\alpha-6)s^2$. Thus, for exponential hopping, $Z^*$ initially rises when $a\alpha>3$. The example has $a\alpha=5$.

For general covalency, expand the full dipole to third order in $u$. The subscript 0 marks averages at $u=0$. Integrating the derivatives above gives
\begin{equation}
f\simeq f_0-2t_0^2g_0s^2,\qquad
W\simeq W_0+t_0^2\Delta h_0s^2.
\end{equation}
With $\sinh2s\simeq2s+4s^3/3$, differentiation of $p$ gives $Z^*\simeq Z^*(0)+Cu^2$, where
\begin{equation}
C=\alpha^2t_0^2\left[4a\alpha(f_0-3t_0^2g_0)-6\Delta h_0\right].
\end{equation}
For $a\alpha=5$, a numerical root search places the change of sign at $t_0/\Delta=0.36$. Our covalent chain lies well above it. Raising $\Delta$ to 5~eV lowers the ratio to 0.26, and $Z^*$ then increases slightly, from 4.250 to $4.259\,e$ over the same displacement. At this value of $a\alpha$, the share of the excess $Z^*(0)-4$ lost over 0.25~\AA\ grows with covalency, being 24\% at $t_0/\Delta=0.8$, 48\% at 1.3 and 86\% at 3, whereas the small excess obtained with small $t_0/\Delta$ need not decrease.

The exponential hopping law is not essential to the fall. Replace it by a power of bond length with exponent $a\alpha/2=2.5$, which has the same logarithmic slope at $u=0$. The end-point charge becomes $5.78\,e$. This value was obtained by diagonalizing open chains of 80 and 40 cells, dividing the difference of their dipoles by 40 to remove end effects, and differentiating numerically in $u$. The rise in the weakly covalent limit, by contrast, depends on the curvature of the hopping law. The power law moves the change of sign from $t_0/\Delta=0.36$ to 0.56. Linear hoppings $t_0(1\pm s)$ give a weak-limit change of $-3(t_0^2/\Delta^2)s^2$, which is a fall.

\section{Weighing the polarization error}

Along the path the Born charge behaves as follows.
\begin{center}
\begin{tabular}{ccccccc}
$u$ (\AA) & 0 & 0.05 & 0.10 & 0.15 & 0.20 & 0.25\\
$Z^*$ ($e$) & 7.16 & 7.06 & 6.80 & 6.44 & 6.04 & 5.65
\end{tabular}
\end{center}
The average charge is $\bar Z=1.638/0.25=6.55\,e$. With $\Omega=a^3=64$~\AA$^3$, the polarization is
\begin{equation}
P=\frac{1.638}{64}=0.0256\ e/\text{\AA}^2=0.410\ \text{C/m}^2.
\end{equation}
The cubic charge gives $7.156\times0.25/64=0.0280\ e/\text{\AA}^2$, or $0.448$~C/m$^2$. This is 9\% above the model polarization. The polar-phase charge gives 0.354~C/m$^2$, which is 14\% below it. Replacing one end-point charge by the other reverses the error instead of removing it.

The fall in $Z^*$ is 21\% of its cubic value, yet the overestimate is much smaller because most of the path has a larger charge than the end. For a purely quadratic fall, integration gives $\bar Z=Z^*(0)+Cu^2/3$, so the average loses one third of the end-point loss. Here the share is $(7.156-6.553)/1.506=0.40$. Equation~(\ref{arctan}) explains the difference. With $r=u/u_0=0.81$, the share for the flow term is
\begin{equation}
\frac{1-\arctan(r)/r}{1-1/(1+r^2)}\simeq0.40.
\end{equation}
The loss falls behind its quadratic start. The successive drops along the path are 0.10, 0.26, 0.36, 0.40 and $0.39\,e$: they level off, whereas a quadratic fall would make them grow steadily. A larger share of the end-point loss therefore occurs early and enters the average.

The same change affects infrared response. A uniform field $\mathcal E$ exerts a force $Z^*\mathcal E$ on this displacement, and a small additional displacement $\delta u$ returns a dipole $Z^*\delta u$. For a fixed displacement pattern and fixed masses, the infrared strength therefore scales as $Z^{*2}$. Its polar-to-cubic ratio here is $(5.65/7.16)^2=0.62$. Polarization measures the accumulated charge flow; infrared strength measures the local slope at the structure being probed.

In a real crystal, several sublattices move, the cell may strain, and the charges are tensors. The integral must then include every displacement and the effect of strain. The chain shows that loss of covalent charge flow lowers the Born charge; the size of the fall depends on the chosen displacement, being $1.51\,e$ at 0.25~\AA\ but only $0.72\,e$ at 0.15~\AA. The overestimate of the polarization shrinks with it, from 9\% to 4\%. The smaller displacement is the one close to the Ti off-centring between the apical oxygens in tetragonal barium titanate, and there the model charge is still $6.44\,e$. The chain does not determine what fraction of the fall in a particular titanate has this origin.
